# Image Stabilisation of a Charged Oxygen Vacancy Beside an Ideal Metal

## Result and conventions

An oxygen vacancy of charge $q$ in a thick dielectric of relative permittivity $\varepsilon$, at distance $d$ from an ideal metal, has its energy changed by

$$
W(d)=-\frac{q^2}{4\varepsilon d}
$$

relative to the same charge state deep inside the dielectric. Hartree atomic units are used: $q$ is in units of the elementary charge $e$, $d$ is in bohr and $W$ is in hartree. The energy is negative for either sign of $q$.

The metal occupies $z<0$ and the dielectric $z>0$. The vacancy is at $z=d$ on the axis, and $\rho$ is the lateral distance from that axis. The metal surface is an equipotential, and $d$ is measured from this electrostatic surface, the image plane. The dielectric is linear, isotropic and uniform.

The comparison is made at a fixed electron Fermi level $E_F$, measured from a band edge of the dielectric. Without the vacancy the bands are flat and the metal is at electrostatic potential zero. A vacancy of charge $q$ has given $q$ electrons to the reservoir, so its formation energy is

$$
E_f(q)=E_q+qE_F .
$$

Here $E_q$ contains everything that does not depend on $E_F$. Placing the electrons on the metal costs no further electrostatic work, because the metal is at zero potential. The proximity of the metal therefore changes $E_q$ by $W$ and leaves the term $qE_F$ alone. If the dielectric already carries a potential $\phi_{\rm ext}(z)$, linearity adds a separate energy $q\phi_{\rm ext}(d)$, which is not part of the image energy.

## First derivation: an image charge and a charging process

### The potential

Take the vacancy first as a point charge. The potential obeys

$$
\varepsilon\nabla^2\phi=-4\pi q\,\delta(\mathbf r-d\hat{\mathbf z}),\qquad z>0,
$$

with $\phi=0$ at $z=0$ and $\phi\to0$ far away. Let

$$
r=\sqrt{\rho^2+(z-d)^2},\qquad r'=\sqrt{\rho^2+(z+d)^2},
$$

and try

$$
\phi=\frac{q}{\varepsilon}\left(\frac1r-\frac1{r'}\right).
$$

The first term has the required source. The second has its singularity at $z=-d$, outside the dielectric, so it adds no source there. At $z=0$ the distances $r$ and $r'$ are equal and the potential vanishes. The difference between two solutions would be harmonic for $z>0$ and zero on the whole boundary. A harmonic function takes its extreme values on the boundary, so this difference is zero and the solution is unique.

The image charge $-q$ is a device for describing the field in the dielectric. The actual charge lies at the interface. On the surface, with $s=\sqrt{\rho^2+d^2}$,

$$
\left.\frac{\partial\phi}{\partial z}\right|_{0}
=\frac q\varepsilon\left(\frac d{s^3}+\frac d{s^3}\right)
=\frac{2qd}{\varepsilon s^3},
\qquad
E_z(0)=-\frac{2qd}{\varepsilon s^3}.
$$

The displacement is $D_z=\varepsilon E_z$, and the field inside the metal is zero. Gauss's law gives the free surface charge density

$$
\sigma=\frac{D_z(0)}{4\pi}=-\frac{qd}{2\pi s^3}.
$$

Its integral is

$$
\int_0^\infty 2\pi\rho\,\sigma\,d\rho
=-qd\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}
=-qd\left[-\frac1s\right]_{\rho=0}^{\infty}=-q .
$$

The metal thus carries the charge of the electrons that left the vacancy, whatever the value of $\varepsilon$. The dielectric has polarisation $P_z=(D_z-E_z)/4\pi$ and outward normal $-\hat{\mathbf z}$ at this interface. Its bound surface charge density is $-P_z=-(1-1/\varepsilon)\sigma$, which integrates to $+q(1-1/\varepsilon)$. The net interface charge is

$$
-q+q\left(1-\frac1\varepsilon\right)=-\frac q\varepsilon .
$$

This explains the single factor $1/\varepsilon$ in the energy: the vacancy charge $q$ is acted on by a net interface charge $-q/\varepsilon$.

### The energy

The potential produced at the vacancy by the interface is the image term evaluated at $r'=2d$:

$$
\phi_{\rm ind}=-\frac{q}{2\varepsilon d}.
$$

Now let the vacancy charge grow from zero to $q$ as $\lambda q$, with $0\le\lambda\le1$. Since the response is linear, the induced potential is $\lambda\phi_{\rm ind}$. Adding $q\,d\lambda$ requires the extra work $\lambda\phi_{\rm ind}q\,d\lambda$. The work against the charge's own field is the same as in the bulk dielectric and cancels in the comparison. Hence

$$
W=q\phi_{\rm ind}\int_0^1\lambda\,d\lambda
=\frac12q\phi_{\rm ind}
=-\frac{q^2}{4\varepsilon d}.
$$

A real pair of fixed charges $q$ and $-q$ at separation $2d$ would have interaction energy $-q^2/(2\varepsilon d)$, twice as large in magnitude. The field energy shows where the other half has gone. Let $\mathbf E_0$ and $\mathbf E_1$ be the fields of the charge and of its image. Subtracting the bulk energy gives

$$
W=\frac{\varepsilon}{8\pi}\left[
\int_{z>0}(\mathbf E_0+\mathbf E_1)^2d^3r
-\int_{\text{all}}\mathbf E_0^2d^3r\right].
$$

The divergent self-energy near the charge appears in both integrals and is removed by the same small cut-off sphere. By reflection, the integral of $\mathbf E_1^2$ over $z>0$ equals that of $\mathbf E_0^2$ over $z<0$. What remains is

$$
W=\frac{\varepsilon}{4\pi}\int_{z>0}\mathbf E_0\cdot\mathbf E_1\,d^3r .
$$

Over all space this integral would be the interaction energy of the real pair. Reflection exchanges the two fields, apart from a common sign, so the two half-spaces contribute equally. The field exists in one of them, which leaves half the pair energy.

The force gives the same factor. The image field at the vacancy is $-q/[\varepsilon(2d)^2]$, so

$$
F=-\frac{q^2}{4\varepsilon d^2}=-\frac{dW}{dd}.
$$

The negative sign means attraction towards the metal.

### A vacancy of finite size

Suppose the vacancy charge is spherical and lies entirely within the dielectric. Outside the sphere its direct field is that of a point charge, so the metal responds as before. The induced potential is harmonic throughout the sphere, and its average over each spherical shell equals its value at the centre. Therefore

$$
\frac12\int\rho_q\phi_{\rm ind}\,d^3r=\frac12q\phi_{\rm ind}(d),
$$

where $\rho_q$ is the vacancy charge density. The result is unchanged. A charge cloud that reaches the metal violates the assumption, and the divergence of the formula at $d\to0$ has no physical meaning.

## Second derivation: lateral waves in a film

### The potential of one wave

This derivation uses no image charge and starts from a film of finite thickness $L$. A medium of permittivity $\varepsilon_2$ fills $z>L$. Write

$$
\phi(\boldsymbol\rho,z)=\int\frac{d^2k}{(2\pi)^2}\,
e^{i\mathbf k\cdot\boldsymbol\rho}\phi_k(z).
$$

Inside the film each component satisfies

$$
-\phi_k''+k^2\phi_k=\frac{4\pi q}{\varepsilon}\delta(z-d).
$$

Below the charge, the solution that vanishes on the metal is proportional to

$$
u(z)=\sinh kz .
$$

Above the charge, take

$$
v(z)=e^{-k(z-L)}+\beta e^{k(z-L)} .
$$

In the far medium the potential decays as $(1+\beta)e^{-k(z-L)}$, which makes it continuous at $L$. Continuity of $\varepsilon\phi_k'$ then requires

$$
\varepsilon(1-\beta)=\varepsilon_2(1+\beta),
\qquad
\beta=\frac{\varepsilon-\varepsilon_2}{\varepsilon+\varepsilon_2}.
$$

Let $\phi_k=Cu(z)v(d)$ below the charge and $\phi_k=Cu(d)v(z)$ above it. This is continuous at $d$. Integrating the differential equation across $d$ gives a slope change of $-4\pi q/\varepsilon$, so

$$
C\,[u'(d)v(d)-u(d)v'(d)]=\frac{4\pi q}{\varepsilon}.
$$

The bracket is independent of position, because $u''=k^2u$ and $v''=k^2v$. At $z=0$, where $u=0$ and $u'=k$, it equals $k(e^{kL}+\beta e^{-kL})$. Therefore

$$
\phi_k(d)=\frac{4\pi q}{\varepsilon k}\,
\frac{\sinh(kd)\,[e^{k(L-d)}+\beta e^{-k(L-d)}]}
{e^{kL}+\beta e^{-kL}} .
$$

Taking the growing exponentials out of numerator and denominator gives

$$
\phi_k(d)=\frac{2\pi q}{\varepsilon k}F_k,\qquad
F_k=\frac{(1-e^{-2kd})(1+\beta e^{-2k(L-d)})}
{1+\beta e^{-2kL}} .
$$

In an infinite uniform dielectric $F_k=1$.

### The energy and the thick limit

The electrostatic free energy of a linear dielectric is

$$
U=\frac1{8\pi}\int\mathbf E\cdot\mathbf D\,d^3r .
$$

Insert $\mathbf E=-\nabla\phi$ and integrate by parts. The surface term vanishes on the metal because $\phi=0$, cancels at the far face because $\phi$ and $D_z$ are continuous, and vanishes at infinity. With $\nabla\cdot\mathbf D=4\pi\rho_q$ this leaves $U=\frac12\int\rho_q\phi\,d^3r$. Subtracting the bulk value, and using $d^2k=2\pi k\,dk$, gives

$$
W_L=\frac q2\int_0^\infty\frac{k\,dk}{2\pi}\,
\frac{2\pi q}{\varepsilon k}(F_k-1)
=\frac{q^2}{2\varepsilon}\int_0^\infty(F_k-1)\,dk .
$$

To isolate the effect of the far face, write

$$
F_k=1-e^{-2kd}+
\frac{4\beta\sinh^2(kd)\,e^{-2kL}}{1+\beta e^{-2kL}} .
$$

This follows from $(1-e^{-2kd})(e^{2kd}-1)=4\sinh^2(kd)$. As $L\to\infty$ at fixed $d$, the last term contributes nothing, as its leading form below confirms. Then

$$
W=\frac{q^2}{2\varepsilon}\int_0^\infty(-e^{-2kd})\,dk
=\frac{q^2}{2\varepsilon}\left(-\frac1{2d}\right)
=-\frac{q^2}{4\varepsilon d},
$$

which is the result of the first derivation.

### How thick is thick?

For $d\ll L$ the far-face term is limited to $k$ of order $1/L$, where $\sinh^2(kd)\approx k^2d^2$. Expand

$$
\frac{\beta e^{-2kL}}{1+\beta e^{-2kL}}
=-\sum_{n=1}^{\infty}(-\beta)^n e^{-2nkL},
\qquad
\int_0^\infty k^2e^{-2nkL}dk=\frac1{4n^3L^3}.
$$

With ${\rm Li}_3(x)=\sum_{n\ge1}x^n/n^3$, the leading change is

$$
W_L-W\approx-\frac{q^2d^2}{2\varepsilon L^3}\,{\rm Li}_3(-\beta),
\qquad
\frac{W_L-W}{|W|}\approx-2\left(\frac dL\right)^3{\rm Li}_3(-\beta).
$$

The condition for a thick dielectric is therefore $(d/L)^3\ll1$.

The sign of the far-face term is the sign of $\beta$. A far medium with $\varepsilon_2<\varepsilon$ has $\beta>0$ and weakens the stabilisation. One with $\varepsilon_2>\varepsilon$ strengthens it. The limit $\beta=-1$ describes a second metal at the same potential as the first. For a far medium of fixed, finite $\varepsilon_2$, $\beta$ depends on $\varepsilon$, so the energy in a finite film is not simply proportional to $1/\varepsilon$. With a second metal $\beta=-1$ for every $\varepsilon$, and the proportionality holds.

A vacancy midway between two metals gives a second closed result. With $L=2d$ and $\beta=-1$,

$$
F_k-1=\frac{1-e^{-2kd}}{1+e^{-2kd}}-1
=-\frac{2e^{-2kd}}{1+e^{-2kd}} .
$$

Setting $x=e^{-2kd}$, for which $\mathrm dk=-\dfrac{1}{2d}\,\dfrac{\mathrm dx}{x}$, turns the integral into $-(1/d)\int_0^1dx/(1+x)=-(\ln2)/d$. The energy is $-q^2\ln2/(2\varepsilon d)$, larger in magnitude than the one-metal value by the factor $2\ln2\approx1.386$.

## What each derivation assumes

The first derivation needs a uniform dielectric that fills the half-space, since one image then satisfies every boundary condition. It shows directly the surface charge, the force and the origin of the factor one half. The second needs flat, parallel interfaces, but allows the dielectric to end. It gives the correction that the first leaves out.

The energy arguments also differ. The first follows the work done along a charging path, while the second evaluates the free energy of the final state. Both use linear response throughout the dielectric. If the polarisation saturates only in a core around the vacancy whose radius is much less than $d$, the leading image energy is unchanged: by Gauss's law the field outside the core is still that of the charge $q$, and so is the force between vacancy and metal. Saturation that extends towards the interface would change the result.

Both use a permittivity independent of wave number. The second derivation shows what this requires. In the thick limit the waves enter with weight $e^{-2kd}$, for which the mean wave number is $1/(2d)$. The dielectric must respond with its macroscopic permittivity at wave numbers of this order. When the vacancy lies within a few atomic spacings of the metal surface, this description fails, and interface bonding and local structure must be treated explicitly.

Both also take the metal to be ideal. The simplest model of imperfect screening is a Thomas–Fermi metal with a sharp edge, into which the field penetrates over a screening length $\lambda$. For long lateral waves the potential inside it varies as $e^{z/\lambda}$, with $z=0$ now at the metal surface. If the metal has no further polarisability, continuity of $D_z$ gives $\phi(0)=\varepsilon\lambda\,\phi'(0)$, where the slope is taken in the dielectric. Seen from there, the potential extrapolates to zero at $z=-\varepsilon\lambda$. In this model the image plane therefore lies about $\varepsilon\lambda$ behind the metal surface, and $d$ includes this length. For $\varepsilon=20$ and $\lambda=0.5$ bohr it is 10 bohr, far from negligible; the free-electron values of $\lambda$ for Al, Cu and Au, 0.9 to 1.1 bohr, would roughly double it. The simple shift holds only for a vacancy whose distance $s$ from the surface is large compared with $\varepsilon\lambda$. Otherwise each wave is reflected with the factor $(\varepsilon k-\kappa)/(\varepsilon k+\kappa)$, where $\kappa=\sqrt{k^2+1/\lambda^2}$, in place of $-1$, and $W$ is $q^2/(2\varepsilon)$ times the integral over $k$ of this factor multiplied by $e^{-2ks}$. For $\varepsilon=20$ this energy becomes positive for $s$ below about 3 bohr when $\lambda=0.5$ bohr, and below about 6 bohr when $\lambda=1$ bohr. Since the shift depends on $\varepsilon$, the comparisons between permittivities made here at equal $d$ apply to an ideal metal. The model leaves out the spill-out of electrons beyond the edge, which moves the plane the other way: for a self-consistent jellium surface with $r_s=2$ facing vacuum, the image plane lies about 1.6 bohr outside the edge. The size and sign of the offset at a real metal–oxide interface therefore have to be computed for that interface.

The choice of $\varepsilon$ depends on the ions. If they have relaxed around the charged vacancy, the static permittivity applies. If they are held in the geometry of the neutral vacancy, the electronic permittivity $\varepsilon_{\rm el}$ applies, and the bulk reference must be frozen in the same way. Subtracting the two image energies gives

$$
W_{\rm relaxed}-W_{\rm frozen}
=\frac{q^2}{4d}\left(\frac1{\varepsilon_{\rm el}}-\frac1\varepsilon\right).
$$

For $\varepsilon>\varepsilon_{\rm el}$ this is positive. The energy gained by ionic relaxation is thus smaller beside the metal than in the bulk. This gain is proportional to the integral of $D^2$ over the dielectric, and $\mathbf D$ is the same for both permittivities. The metal lowers the integral in two equal parts: the region $z<0$ no longer contains ions, and the integral over $z>0$ is itself reduced. The second reduction is a net effect, since on the axis between the vacancy and the metal the field is stronger than in the bulk.

## Transition levels

The level between charge states $q$ and $q'$ is the Fermi level at which their formation energies are equal:

$$
E_F(q/q')=-\frac{E_q-E_{q'}}{q-q'} .
$$

Adding the image energy to both states shifts it by

$$
\Delta E_F(q/q')=\frac{q^2-q'^2}{4\varepsilon d\,(q-q')}
=\frac{q+q'}{4\varepsilon d}.
$$

For the donor states $0$, $+1$ and $+2$ the levels move upwards, which widens the Fermi-level range in which the more positive state is favoured. The $(2/1)$ level moves three times as far as the $(1/0)$ level. Their separation, $E_F(1/0)-E_F(2/1)$, changes by $-1/(2\varepsilon d)$, so the range in which $+1$ can be stable is reduced.

## A numerical case

Take round model parameters: $q=+2$, static permittivity $20$, electronic permittivity $5$ and $d=10$ bohr, or about $5.3$ Å. They do not represent a particular oxide, and the metal is taken as ideal. The distance is at the edge of what the continuum picture allows: it spans only two to three metal–oxygen bond lengths, and the field at the interface below the vacancy, $2q/(\varepsilon d^2)$, is about 10 MV/cm with the static permittivity, so linear response there is not assured. The sharp-edged Thomas–Fermi metal described above, with the vacancy 10 bohr from its surface, would give $-0.061$ eV for $\lambda=0.5$ bohr and $-0.026$ eV for $\lambda=1$ bohr in place of the ideal value below. The numbers that follow illustrate the formulas and are not predictions for a real interface. For relaxed ions in a thick film,

$$
W=-\frac{2^2}{4\times20\times10}=-0.0050\ \text{hartree}
=-0.136\ \text{eV}.
$$

Doubling the distance to 20 bohr halves this to $-0.068$ eV. At 10 bohr with frozen ions the energy is $-0.544$ eV, four times the relaxed value. The relaxation gain is therefore smaller by about $0.41$ eV than in the bulk.

The $(1/0)$ level rises by $0.034$ eV and the $(2/1)$ level by $0.102$ eV. Their separation decreases by $0.068$ eV.

For a far medium of permittivity 4, $\beta=(20-4)/(20+4)=2/3$. At $L=100$ bohr the stabilisation is $0.9987$ of its thick-film value. It falls to $0.979$ at $L=40$ bohr and $0.790$ at $L=20$ bohr. A second metal instead gives factors of $1.002$, $1.040$ and $1.386$; the last is the midpoint result $2\ln2$.

At $L=100$ bohr the computed changes exceed the leading term by about one per cent. The next term in $\sinh^2(kd)=k^2d^2+k^4d^4/3+\cdots$ accounts for this size. For $n=1$, the ratio of the $k^4$ integral to the $k^2$ integral is $3/L^2$, so the relative correction is $d^2/L^2=0.01$.

The numerical output below includes a grid solution of the Poisson equation for a Gaussian charge of width 1 bohr, obtained without an image charge. Its energies were tested against the formulas for the thick dielectric and the finite film, with a relative tolerance of $10^{-3}$. This checks the electrostatics, while the suitability of a continuum for a given interface remains a separate question.

## Computed results

```
vacancy charge: 2 e; Gaussian width: 1.0 bohr
static permittivity: 20; electronic: 5
1 hartree = 27.2114 eV; 1 bohr = 0.5292 angstrom
prefactor 1/4 hartree bohr = 3.5999 eV angstrom
eps=20, d=10 bohr: W formula -0.005000, grid -0.005000 hartree; -0.1361 eV
eps=20, d=20 bohr: W formula -0.002500, grid -0.002500 hartree; -0.0680 eV
eps=20, d=40 bohr: W formula -0.001250, grid -0.001250 hartree; -0.0340 eV
eps=5, d=10 bohr: W formula -0.020000, grid -0.020000 hartree; -0.5442 eV
eps=5, d=20 bohr: W formula -0.010000, grid -0.010000 hartree; -0.2721 eV
eps=5, d=40 bohr: W formula -0.005000, grid -0.005000 hartree; -0.1361 eV
grid exponent of distance: -1.0000; of permittivity: -1.0000
field-energy integral at d=10 bohr: -0.005000 hartree
energy of a real pair +q,-q at 2d: -0.010000 hartree
force at d=10 bohr: formula -0.000500, grid -0.000500 hartree/bohr
eps=20: free metal charge -2.000 e, net interface charge -0.100 e
eps=5: free metal charge -2.000 e, net interface charge -0.400 e
far medium eps=4, L=100 bohr, d=10 bohr: W -0.004994 hartree, ratio to thick limit 0.9987
  change from thick limit: grid 6.264e-06, leading term 6.198e-06 hartree
far medium eps=4, L=40 bohr, d=10 bohr: W -0.004896 hartree, ratio to thick limit 0.9793
far medium eps=4, L=20 bohr, d=10 bohr: W -0.003952 hartree, ratio to thick limit 0.7904
second metal, L=100 bohr, d=10 bohr: W -0.005012 hartree, ratio to thick limit 1.0024
  change from thick limit: grid -1.213e-05, leading term -1.202e-05 hartree
second metal, L=40 bohr, d=10 bohr: W -0.005199 hartree, ratio to thick limit 1.0397
second metal, L=20 bohr, d=10 bohr: W -0.006931 hartree, ratio to thick limit 1.3863
level (1/0) shift at d=10 bohr: formula 0.001250, grid 0.001250 hartree; 0.0340 eV
level (2/1) shift at d=10 bohr: formula 0.003750, grid 0.003750 hartree; 0.1020 eV
level (2/0) shift at d=10 bohr: formula 0.002500, grid 0.002500 hartree; 0.0680 eV
```
